# Conductivity mismatch and its cure by a spin-selective contact

## 1. What symmetry and scaling fix

A charge current of density $j$ flows from a ferromagnet F, at $x<0$, into a nonmagnetic semiconductor N, at $x>0$. Spins are collinear, so there are two channels, $+$ and $-$, carrying $j_+$ and $j_-$. The quantity wanted is the polarization of the current crossing the contact,

$$P=\frac{j_s(0)}{j},\qquad j_s=j_+-j_-,\qquad j=j_++j_- .$$

Two asymmetries distinguish the channels: $\beta$ for the conductivity of F and $\gamma$ for the conductance of the contact, both between $-1$ and $1$. Exchanging the names $+$ and $-$ reverses $\beta$, $\gamma$ and $P$ but changes no physics. Hence $P(-\beta,-\gamma)=-P(\beta,\gamma)$, and $P(0,0)=0$. For a smooth function this gives

$$P=\int_0^1\!dt\,\frac{d}{dt}P(t\beta,t\gamma)=\beta A+\gamma B,$$

where $A$ and $B$ are integrals of the two partial derivatives of $P$. The derivatives of an odd function are even, so $A$ and $B$ do not change when the spins are renamed.

In linear response $P$ does not depend on $j$, and $A$ and $B$ are pure numbers. They can depend on the materials only through dimensionless ratios. Diffusive transport in F involves a conductivity $\sigma_F$ and a length $l_F$ over which spin relaxes. If position is measured in units of $l_F$, Ohm's law contains only $\sigma_F/l_F$, a conductance per area. The same holds in N with $\sigma_N/l_N$. The contact has a conductance per area $G$. So $A$ and $B$ are functions of ratios of the three resistance-area products $l_F/\sigma_F$, $l_N/\sigma_N$ and $1/G$, and of the even combinations of $\beta$ and $\gamma$.

It is therefore $l/\sigma$, and not $\sigma$ alone, that can be mismatched. It remains to find the weights $A$ and $B$.

## 2. The laws for two channels

Let $V_\pm$ be the electrochemical potential of each channel divided by the carrier charge. Currents then run down the slope of $V_\pm$ for either sign of carrier:

$$j_\pm=-\sigma_\pm V_\pm',\qquad \sigma_\pm=\tfrac12\sigma(1\pm\beta).$$

A prime means $d/dx$. In N, $\beta=0$. The splitting $\Delta V=V_+-V_-$ measures how far the two spin populations are from equilibrium with each other.

**Ohm's law for the splitting.** Insert $j_\pm=\tfrac12(j\pm j_s)$ into $V_\pm'=-j_\pm/\sigma_\pm$ and subtract:

$$\Delta V'=-\frac{j+j_s}{\sigma(1+\beta)}+\frac{j-j_s}{\sigma(1-\beta)}
=\frac{-(j+j_s)(1-\beta)+(j-j_s)(1+\beta)}{\sigma(1-\beta^2)} .$$

In the numerator the terms $\mp j$ cancel, as do $\pm\beta j_s$, leaving $2\beta j-2j_s$. Solving for $j_s$,

$$j_s=\beta j-\tfrac12\sigma(1-\beta^2)\,\Delta V'. \tag{1}$$

The first term is the polarization that the bulk imposes. The second is a diffusion of spin down the gradient of the splitting.

**Spin relaxation.** Spin flips move carriers toward the channel of lower electrochemical potential, so for either sign of carrier they carry charge current from the channel of higher $V$ to the other. To first order the rate is proportional to $\Delta V$, so relaxation acts as a conductance $g$ per volume joining the channels. In the steady state

$$j_+'=-g\,\Delta V,\qquad j_-'=+g\,\Delta V .$$

The sum gives $j'=0$, which is charge conservation. The difference gives $j_s'=-2g\,\Delta V$. Differentiating (1) at constant $j$ and equating,

$$-\tfrac12\sigma(1-\beta^2)\Delta V''=-2g\,\Delta V
\;\Rightarrow\;
\Delta V''=\frac{\Delta V}{l^2},\qquad l^2=\frac{\sigma(1-\beta^2)}{4g}. \tag{2}$$

The length $l$ is the spin diffusion length. Both sides are taken to be much longer than their own $l$, so the splitting decays away from the contact.

## 3. The semiconductor: a load

In N the decaying solution is $\Delta V=\Delta V(0^+)e^{-x/l_N}$, so $\Delta V'(0^+)=-\Delta V(0^+)/l_N$. Equation (1) with $\beta=0$ gives

$$j_s(0)=\frac{\sigma_N}{2l_N}\Delta V(0^+)
\;\Rightarrow\;
\Delta V(0^+)=2r_N P\,j,\qquad r_N=\frac{l_N}{\sigma_N}. \tag{3}$$

N has no polarization of its own. Spin current enters it only if the channels are split at its edge, and the required splitting is proportional to the spin resistance $r_N$.

The example uses round model parameters: $\sigma_N=0.001$ S/µm, $l_N=2$ µm and $j=1$ µA/µm². Then

$$r_N=\frac{2}{0.001}=2000\ \Omega\,\text{µm}^2 .$$

To carry $P=0.5$, N would need a splitting of $2\times2000\times0.5\times1=2000$ µV, or 2 mV.

## 4. The ferromagnet: a source with a small internal resistance

In F the decaying solution is $\Delta V=\Delta V(0^-)e^{x/l_F}$, and now $\Delta V'(0^-)=+\Delta V(0^-)/l_F$. Equation (1) gives

$$Pj=\beta j-\frac{\sigma_F(1-\beta^2)}{2l_F}\Delta V(0^-),$$

that is,

$$\Delta V(0^-)=2r_F(\beta-P)\,j,\qquad r_F=\frac{l_F}{\sigma_F(1-\beta^2)}. \tag{4}$$

F supplies the polarization $\beta$ when its edge is not split. For $j>0$, a positive splitting there drives spin back into F and lowers $P$ below $\beta$; a negative one raises it. For $\beta>0$ and $P\ge0$, the largest splitting that F can sustain is $2r_F\beta j$, reached when $P$ has fallen to zero.

With $\sigma_F=10$ S/µm, $\beta=0.5$ and $l_F=0.01$ µm,

$$r_F=\frac{0.01}{10\times0.75}=1.333\times10^{-3}\ \Omega\,\text{µm}^2 .$$

The largest splitting is $2\times1.333\times10^{-3}\times0.5\times1=1.333\times10^{-3}$ µV, or $1.333\times10^{-6}$ mV. N asked for 2 mV. This discrepancy is the mismatch.

## 5. Source and load joined directly

A transparent contact is an idealization (Section 7 gives its limit) with no resistance in either channel, so $V_+$ and $V_-$ are each continuous and the splittings on the two sides are equal. Without spin flips at the contact, $j_s$ is continuous too. Equating (3) and (4),

$$r_F(\beta-P)=r_NP
\;\Rightarrow\;
P=\frac{\beta r_F}{r_F+r_N}\approx\beta\,\frac{r_F}{r_N}\quad(r_N\gg r_F). \tag{5}$$

The numbers are $r_F/r_N=6.667\times10^{-7}$ and

$$P=0.5\times6.667\times10^{-7}=3.333\times10^{-7}.$$

**Where the polarization goes.** Put the solution for $\Delta V$ in F back into (1). The diffusion term is $\Delta V(0^-)e^{x/l_F}/(2r_F)$, and by (4) this equals $(\beta-P)j\,e^{x/l_F}$. Therefore

$$\frac{j_s(x)}{j}=\beta-(\beta-P)\,e^{x/l_F}\qquad(x<0).$$

At a distance $5l_F$ from the contact the current still has polarization 0.4966. At $l_F$ it has 0.3161, and at the contact almost nothing is left. The current is depolarized inside the ferromagnet, before it reaches the semiconductor.

The reason is the low spin resistance of F, which comes from strong relaxation and high conductivity together. Integrating $2g\Delta V$ over F gives the spin current lost there, $2g_Fl_F\Delta V(0^-)$, and by (2)

$$2g_Fl_F=\frac{\sigma_F(1-\beta^2)}{2l_F}=\frac{1}{2r_F}.$$

The same integral over N gives $\Delta V(0^+)/(2r_N)$. With equal splittings, F and N are two parallel sinks for the spin current $\beta j$ supplied from deep in F. They share it in the ratio

$$\frac{\beta-P}{P}=\frac{r_N}{r_F}=1.5\times10^{6}.$$

The spin takes the path of low spin resistance, which leads back into F.

**The conductivities alone do not decide.** Give N the conductivity of F, 10 S/µm, and keep $l_N=2$ µm. Then $r_N=2/10=0.2$ Ω µm² and

$$P=\frac{0.5\times1.333\times10^{-3}}{0.2+0.0013}=3.31\times10^{-3}.$$

The polarization is still far below 0.5, because spin survives 200 times farther in N than in F.

**A stronger ferromagnet helps late.** Raise $\beta$ to 0.99 at fixed $l_F$. Then $1-\beta^2=0.0199$, $r_F=0.01/(10\times0.0199)=5.025\times10^{-2}$ Ω µm², and $P=2.49\times10^{-5}$. To reach $r_F=r_N$ one needs

$$1-\beta^2=\frac{l_F}{\sigma_Fr_N}=\frac{0.01}{10\times2000}=5\times10^{-7}.$$

Since $1-\beta^2=(1-\beta)(1+\beta)\approx2(1-\beta)$, this means $1-\beta=2.5\times10^{-7}$, and even then $P=\beta/2\approx0.5$. If $g_F$ is held fixed instead of $l_F$, equation (2) gives $r_F=1/\big[2\sqrt{g_F\sigma_F(1-\beta^2)}\big]$, which grows more slowly as $\beta\to1$.

## 6. The contact: a second source and a second load

Now let the contact have conductances per area $G_\pm=\tfrac12G(1\pm\gamma)$, with no spin flips in it:

$$j_\pm=G_\pm\left[V_\pm(0^-)-V_\pm(0^+)\right].$$

Divide by $G_\pm$ and subtract the two channels:

$$\Delta V(0^-)-\Delta V(0^+)=\frac{j+j_s}{G(1+\gamma)}-\frac{j-j_s}{G(1-\gamma)}
=\frac{(j+j_s)(1-\gamma)-(j-j_s)(1+\gamma)}{G(1-\gamma^2)} .$$

The numerator is $2j_s-2\gamma j$, so

$$\Delta V(0^-)-\Delta V(0^+)=2r_c(P-\gamma)\,j,\qquad r_c=\frac{1}{G(1-\gamma^2)}. \tag{6}$$

The splitting may now jump. Insert (4) and (3) on the left and divide by $2j$:

$$r_F(\beta-P)-r_NP=r_c(P-\gamma).$$

Collecting the terms in $P$ gives

$$\boxed{P=\frac{\beta r_F+\gamma r_c}{r_F+r_N+r_c}} \tag{7}$$

This has the form $\beta A+\gamma B$ of Section 1. At fixed $r_F$, $r_N$ and $r_c$, (7) is linear in $\beta$ and $\gamma$, so the integrals of Section 1, taken with these resistances held fixed, give $A=r_F/(r_F+r_N+r_c)$ and $B=r_c/(r_F+r_N+r_c)$. The split is not unique: adding $\gamma C$ to $A$ and $-\beta C$ to $B$ leaves $P$ unchanged, and the integrals taken at fixed $\sigma_F$, $l_F$ and $G$ differ from these weights by such terms. Equation (7) is a weighted mean. The ferromagnet votes for $\beta$, the semiconductor for 0 and the contact for $\gamma$, each with its spin resistance as weight. A direct solution of Kirchhoff's laws on a fine two-channel resistor network agrees with it for random parameters, including opposite signs of $\beta$ and $\gamma$.

The contact enters twice, and the two effects can be separated.

**Resistance without selectivity.** Set $\gamma=0$. The contact then appears in the denominator alone and lowers $P$. For $r_c=r_N$ the denominator doubles and $P$ falls from $3.333\times10^{-7}$ to $1.667\times10^{-7}$. By (6), F must now provide the splitting $2(r_N+r_c)Pj$, which is more than before for the same $P$. Resistance as such is no cure.

**Selectivity.** With $\gamma\neq0$ the contact adds $\gamma r_c$ to the numerator. If neither side were split, (6) would give $P=\gamma$: two unequal conductances under the same voltage pass unequal currents. The contact is a source of polarization in its own right, and its internal spin resistance $r_c$ can be made as large as the load requires. A tunnel barrier whose transmission depends on spin has both properties. Nothing in the derivation ties $\gamma$ to $\beta$. The barrier gives the current its own polarization and does not rescue that of the ferromagnet.

## 7. Weighing the contributions

Take $\gamma=0.4$ and $r_c=r_N=2000$ Ω µm². The contributions to (7), in Ω µm², are:

- numerator, from F: $\beta r_F=0.5\times1.333\times10^{-3}=6.67\times10^{-4}$;
- numerator, from the contact: $\gamma r_c=0.4\times2000=800$;
- denominator: $r_F=1.333\times10^{-3}$, $r_N=2000$, $r_c=2000$.

The ferromagnet's bulk terms are negligible, and

$$P=\frac{800}{4000}=0.20,$$

which is $6\times10^5$ times the value for a transparent contact. F can still matter, since its spin-dependent states can be what makes the barrier selective, but its bulk polarization no longer does.

The splittings show how the contact achieves this. On the N side, (3) gives $2\times2000\times0.2\times1=800$ µV, or 0.80 mV. On the F side, (4) gives $2\times1.333\times10^{-3}\times(0.5-0.2)\times1=8.0\times10^{-4}$ µV, or $8.0\times10^{-7}$ mV. N has the splitting it needs while F remains almost unsplit. The jump is $-800$ µV, in agreement with $2r_c(P-\gamma)j=2\times2000\times(0.2-0.4)\times1$ µV.

**How much resistance is enough.** When $r_F\ll r_N$ and $|\beta| r_F\ll|\gamma| r_c$, equation (7) reduces to

$$P\approx\gamma\,\frac{r_c}{r_c+r_N}.$$

To reach a fraction $f$ of $\gamma$, set $r_c=f(r_c+r_N)$, so that

$$r_c=r_N\,\frac{f}{1-f}.$$

A contact of comparable resistance, $r_c=r_N$, restores half of $\gamma$. Ninety percent takes $r_c=9r_N$. The network gives

- $r_c/r_N=0.001$: $P=0.00040$;
- $r_c/r_N=0.1$: $P=0.036$;
- $r_c/r_N=1$: $P=0.20$;
- $r_c/r_N=9$: $P=0.36$;
- $r_c/r_N=100$: $P=0.396$.

Beyond $r_c\approx r_N$ the gain is at most a factor of two, while the contact resistance keeps growing. The resistance to compare with a measurement at unsplit edges is $1/G=r_c(1-\gamma^2)$. For $r_c=2000$ Ω µm² it is $2000\times0.84=1680$ Ω µm².

**When the contact takes over.** Its numerator term equals that of F at $r_c=\beta r_F/\gamma=1.67\times10^{-3}$ Ω µm², less than a millionth of $r_N$. A real contact to this semiconductor does not have so small a resistance. Even without a barrier the carrier flux into N is limited, which gives a resistance of order $\lambda/\sigma_N$, with $\lambda$ the mean free path in N; for $\lambda=0.05$ µm this is 50 Ω µm². With such an $r_c$ the contact term exceeds that of F once $|\gamma|>6.67\times10^{-4}/50\approx10^{-5}$. The transparent value $3.3\times10^{-7}$, and the gain quoted against it, therefore describe a direct contact only if it is almost perfectly unselective. If $\gamma$ had the opposite sign to $\beta$, the two terms would cancel at $r_c=\beta r_F/|\gamma|$, and $P$ would change sign there.

**When a contact helps at all.** Differentiating (7) with respect to $r_c$ gives a numerator

$$\gamma(r_F+r_N+r_c)-(\beta r_F+\gamma r_c)=\gamma(r_F+r_N)-\beta r_F$$

over a positive square. For positive $\beta$, adding contact resistance raises $P$ if $\gamma$ exceeds $\beta r_F/(r_F+r_N)$, the value for a transparent contact. This is what a weighted mean must do: a new member raises it if its own value lies above the old mean. Under severe mismatch the threshold is tiny, here $3.3\times10^{-7}$.

## 8. The same result as two resistors

Equation (7) can be rewritten as a current divider. Give each channel one spin diffusion length of F, the contact, and one spin diffusion length of N, in series:

$$R_\pm=\frac{2l_F}{\sigma_F(1\pm\beta)}+\frac{2}{G(1\pm\gamma)}+\frac{2l_N}{\sigma_N}.$$

Join the two channels at both ends. They then share one voltage, $j_+R_+=j_-R_-$, so that

$$\frac{j_+-j_-}{j_++j_-}=\frac{R_--R_+}{R_-+R_+}.$$

For the F part use

$$\frac1{1-\beta}-\frac1{1+\beta}=\frac{2\beta}{1-\beta^2},\qquad \frac1{1-\beta}+\frac1{1+\beta}=\frac{2}{1-\beta^2},$$

and the same with $\gamma$ for the contact. Then

$$R_--R_+=4\beta r_F+4\gamma r_c,\qquad R_-+R_+=4r_F+4r_c+4r_N .$$

Their ratio is (7). The circuit reproduces $P$ within this model. It does not reproduce the potential profiles, because real relaxation is spread over each region.

With the transparent contact, each channel contains 4000 Ω µm² of semiconductor. F adds 0.0013 to one and 0.0040 to the other. Two almost equal resistors carry almost equal currents:

$$P=\frac{0.00267}{8000}=3.3\times10^{-7}.$$

The selective contact adds 2400 and 5600 Ω µm². The totals become 6400 and 9600, and $P=3200/16000=0.20$. The semiconductor equalizes the channels, and the contact makes them unequal by an amount that the semiconductor cannot hide.

## 9. Where the result stops holding

**Strong fields.** The conductivities were taken as independent of the splitting. In a nondegenerate semiconductor at temperature $T$, a potential shift $\delta V$ in one channel changes its carrier density, and so its conductivity, by a fraction of order $e\,\delta V/k_BT$. In a field $E$ this adds a current of order $\sigma_N(e\,\delta V/k_BT)E$. The diffusion current that was kept is of order $\sigma_N\delta V/l_N$. The ratio is

$$\frac{eEl_N}{k_BT}.$$

Here $El_N=jl_N/\sigma_N=2.00$ mV, and $k_BT/e=25.85$ mV at 300 K, so the neglected term is about 0.08 of the kept one. It shrinks in proportion to $j$. At fields where the ratio approaches one, drift carries spin as effectively as diffusion does, and $r_N=l_N/\sigma_N$ no longer describes the load.

**A contact that is not ohmic.** The conductances $G_\pm$ were taken as independent of voltage. For $r_c=100\,r_N$ and $j=1$ µA/µm² the contact drops about 0.17 V, several times $k_BT/e$ at 300 K. A real barrier need not be ohmic at such a voltage, and (7) then applies only at a smaller current.

**A short semiconductor.** Suppose N ends at $x=L$ in a reservoir that forces $\Delta V=0$. Then $\Delta V\propto\sinh[(L-x)/l_N]$, and (1) gives

$$j_s(0)=\frac{\sigma_N}{2l_N}\coth\!\left(\frac{L}{l_N}\right)\Delta V(0^+).$$

Comparison with (3) shows that $r_N$ is replaced by $r_N\tanh(L/l_N)$. For $L\ll l_N$ this is $L/\sigma_N$, a lighter load, and the contact resistance needed falls with it. This depends on how N ends. If an unselective contact of resistance $R$ lies between N and the reservoir, (6) gives $\Delta V(L)=2R\,j_s(L)$, and the load becomes $r_N(R+r_Nt)/(r_N+Rt)$ with $t=\tanh(L/l_N)$. It is lighter than $r_N$ for $R<r_N$ and heavier for $R>r_N$, up to $r_N\coth(L/l_N)$: spin that cannot leave accumulates in the short layer.

**Spin flips in the contact.** The matching used one value of $j_s$ on both sides. If the contact itself relaxes spin, $j_s$ jumps there, and (7) no longer gives the polarization that enters N.

## Numbers as computed

```
random network tests, largest error in P: 6.4e-07
INPUTS
sigma_F = 10 S/um, beta = 0.5, l_F = 0.01 um
sigma_N = 0.001 S/um, l_N = 2 um
gamma = 0.4, j = 1 uA/um^2, T = 300 K
SPIN RESISTANCES
r_F = 1.3333e-03 ohm um^2
r_N = 2000.0 ohm um^2
r_F/r_N = 6.667e-07
TRANSPARENT CONTACT (network)
P = 3.333e-07
splitting at contact = 1.333e-06 mV
j_s/j in F at 5 l_F from contact = 0.4966
j_s/j in F at 1 l_F from contact = 0.3161
CONTACT WITH r_c = r_N (network)
selective: P = 0.2000
gain over transparent contact = 6.00e+05
splitting on N side = 0.8000 mV
splitting on F side = 8.000e-07 mV
unselective (gamma = 0): P = 1.667e-07
selective contact, 1/G = 1680.0 ohm um^2
CHANNEL RESISTORS, selective contact (ohm um^2)
F: up 1.3333e-03, down 4.0000e-03
contact: up 2400.0, down 5600.0
N: 4000.0 in each channel
sum: up 6400.0, down 9600.0
SCAN, selective contact (network)
r_c/r_N = 1e-06: P = 7.3333e-07, P/gamma = 1.833e-06
r_c/r_N = 0.001: P = 3.9993e-04, P/gamma = 9.998e-04
r_c/r_N = 0.1: P = 3.6364e-02, P/gamma = 9.091e-02
r_c/r_N = 1: P = 2.0000e-01, P/gamma = 5.000e-01
r_c/r_N = 9: P = 3.6000e-01, P/gamma = 9.000e-01
r_c/r_N = 100: P = 3.9604e-01, P/gamma = 9.901e-01
EQUAL CONDUCTIVITIES, transparent, sigma_N = sigma_F
r_N = 0.200 ohm um^2, P = 3.311e-03
STRONGER FERROMAGNET, transparent, l_F fixed
beta = 0.99: r_F = 5.025e-02 ohm um^2
beta = 0.99: P = 2.487e-05
r_F = r_N needs 1 - beta = 2.50e-07
then P = 0.5000
LINEAR RESPONSE
k_B T/e = 25.85 mV
field drop over l_N = 2.00 mV
```
